# Exactly One Active Donor When Implantation Stops at the First Detected Ion, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: count the ions, then the donors

Suppose that each implanted ion has a 20% chance of becoming an active donor, and that the beam on a site is switched off as soon as one ion has been detected. A perfect detector then leaves one active donor on 20% of the sites. A detector that misses three ions out of four leaves one active donor on 31.25% of them. The worse detector gives the better result, although the ions, the anneal and the stopping rule are the same. To explain this we need the probability of one active donor as a function of both the detection efficiency and the activation yield.

### The model

Ions reach a site one at a time. Each ion is detected with probability \(\eta\), where \(0<\eta\le 1\), and becomes an active donor after the later anneal with probability \(y\), where \(0\le y\le 1\). "Active" means that the atom has taken up a lattice position where it acts as a donor. It does not mean that the donor is ionised at the temperature of use.

Four assumptions define the process.

1. Different ions are independent and have the same \(\eta\) and \(y\).
2. For any one ion, detection and activation are independent.
3. The detector never responds without an ion: there are no dark counts.
4. The beam is off before another ion can follow the first detected one.

Let \(N\) be the number of ions that have entered the site when the beam stops, and \(K\) the number of them that become active. We want \(P_1=P(K=1)\). This is the probability before the finished device is measured. A later measurement that rejects bad sites changes the fraction of good sites among those kept, but not \(P_1\).

### The number of ions

The beam stops at ion \(n\) if the first \(n-1\) ions are missed and ion \(n\) is detected. Since ions are independent, the probabilities multiply:

\[
P(N=n)=\eta(1-\eta)^{n-1},\qquad n=1,2,3,\dots
\]

Two sums are needed repeatedly. For \(0\le q<1\) the geometric series and its derivative with respect to \(q\) are

\[
\sum_{n=1}^{\infty}q^{n-1}=\frac{1}{1-q},\qquad
\sum_{n=1}^{\infty}n\,q^{n-1}=\frac{1}{(1-q)^2}.
\]

The second follows from the first by writing the series as \(1+q+q^2+\dots\) and differentiating term by term, which is allowed inside the radius of convergence. When \(q=0\), the term \(q^0\) is read as 1.

With \(q=1-\eta\) the first sum gives a total probability \(\eta/\eta=1\), so the beam stops sooner or later with probability one. This is where \(\eta>0\) is needed. The second sum gives the mean number of ions, \(\eta/\eta^2=1/\eta\).

### The number of active donors

Now fix \(N=n\). This tells us the whole detection record: \(n-1\) misses followed by a detection. By assumption 2 the record carries no information about activation, so each of the \(n\) ions is still active with probability \(y\). One of them is active and the other \(n-1\) are inactive with probability

\[
P(K=1\mid N=n)=n\,y(1-y)^{n-1}.
\]

The factor \(n\) counts which ion is the active one. It need not be the ion that was detected.

Multiplying by \(P(N=n)\) and summing over \(n\) gives

\[
P_1=\sum_{n=1}^{\infty}\eta(1-\eta)^{n-1}\,n\,y(1-y)^{n-1}
=\eta y\sum_{n=1}^{\infty}n\,\big[(1-\eta)(1-y)\big]^{n-1}.
\]

The sum has the second form above with \(q=(1-\eta)(1-y)\), which is smaller than 1 because \(\eta>0\). Define

\[
s=1-(1-\eta)(1-y)=\eta+y-\eta y .
\]

This is the probability that an ion is detected, or active, or both. The result is

\[
\boxed{P_1=\frac{\eta y}{s^2}=\frac{\eta y}{(\eta+y-\eta y)^2}}
\]

The term \(n=1\) contributes \(\eta y\): a single ion arrives, is detected and is active. The remainder comes from sites that received missed ions. Some of these sites also end with one active donor, so \(P_1\ge\eta y\).

If \(\eta=1\), then \(s=1\) and \(P_1=y\): one ion is implanted and it must activate. If \(y=1\), then again \(s=1\) and \(P_1=\eta\): every ion is active, so the first one has to be detected. The formula is symmetric in \(\eta\) and \(y\), although the two quantities enter the procedure differently.

Near the ideal case, write \(\eta=1-a\) and \(y=1-b\), with small \(a\) and \(b\). Then \(s=1-ab\), and

\[
P_1=\frac{(1-a)(1-b)}{(1-ab)^2}
=(1-a-b+ab)(1+2ab+\dots)
\approx 1-a-b+3ab .
\]

Terms of third order have been dropped. To first order, missed ions and failed activation cost the same.

### The empty and the crowded sites

The other values of \(K\) show how the procedure fails. No donor is active if all \(n\) ions are inactive:

\[
P_0=\sum_{n=1}^{\infty}\eta(1-\eta)^{n-1}(1-y)^n
=\eta(1-y)\sum_{n=1}^{\infty}\big[(1-\eta)(1-y)\big]^{n-1}
=\frac{\eta(1-y)}{s}.
\]

For \(k\ge1\) active donors at least \(k\) ions are needed, and

\[
P_k=\sum_{n=k}^{\infty}\eta(1-\eta)^{n-1}\binom{n}{k}y^k(1-y)^{n-k}.
\]

Split \((1-\eta)^{n-1}\) into \((1-\eta)^{k-1}(1-\eta)^{n-k}\). Differentiating \(\sum_{n\ge0} q^n=1/(1-q)\) \(k\) times and dividing by \(k!\) gives \(\sum_{n\ge k}\binom nk q^{n-k}=1/(1-q)^{k+1}\). Therefore

\[
P_k=\frac{\eta y^k(1-\eta)^{k-1}}{s^{k+1}}
=P_1\,r^{k-1},\qquad r=\frac{(1-\eta)y}{s}.
\]

Since \(s-(1-\eta)y=\eta\), we have \(1-r=\eta/s\). The probability of at least one active donor is then

\[
\sum_{k\ge1}P_k=\frac{P_1}{1-r}=\frac{\eta y}{s^2}\,\frac{s}{\eta}=\frac{y}{s},
\]

and \(P_0+y/s=(\eta-\eta y+y)/s=1\), as it must be. The mean number of active donors is

\[
\langle K\rangle=\sum_{k\ge1}k\,P_1r^{k-1}=\frac{P_1}{(1-r)^2}
=\frac{\eta y}{s^2}\,\frac{s^2}{\eta^2}=\frac{y}{\eta}.
\]

This is the mean number of ions times the yield.

### Why missing ions can help

Hold \(y\) fixed and vary \(\eta\). Since \(ds/d\eta=1-y\),

\[
\frac{\partial P_1}{\partial\eta}
=\frac{y}{s^2}-\frac{2\eta y(1-y)}{s^3}
=\frac{y\,[\,s-2\eta(1-y)\,]}{s^3}
=\frac{y\,[\,y-\eta(1-y)\,]}{s^3}.
\]

The last step uses \(s=y+\eta(1-y)\). For \(y\ge\tfrac12\) the bracket is at least \(y-(1-y)=2y-1\ge0\), so a better detector raises \(P_1\) over the whole range of \(\eta\). For \(0<y<\tfrac12\) the bracket changes from positive to negative at

\[
\eta^*=\frac{y}{1-y}<1 .
\]

There \(\eta^*(1-y)=y\), so \(s=2y\), and

\[
P_1(\eta^*)=\frac{y^2}{(1-y)\,4y^2}=\frac{1}{4(1-y)},\qquad
P_0(\eta^*)=\frac{y}{2y}=\frac12 .
\]

For \(y=0.20\) this gives \(\eta^*=0.25\) and \(P_1=1/3.2=0.3125\), the numbers of the opening. With the perfect detector each site receives one ion, and 80% of the sites stay empty. With \(\eta=0.25\) a site receives four ions on average, and the missed ones are further chances of activation. The empty fraction falls to 50%. The share of sites with one donor rises by 11.25 percentage points, from 20% to 31.25%, and the share with two or more rises from zero to 18.75%.

### What the comparison does not show

The optimum belongs to the rule "stop at the first click". It does not make a poor detector preferable in general, because a good detector permits other rules. With \(\eta=1\) one may stop at click number \(m\). Then \(m\) ions have been implanted and

\[
P_1^{(m)}=m\,y(1-y)^{m-1},\qquad
\frac{P_1^{(m+1)}}{P_1^{(m)}}=\frac{(m+1)(1-y)}{m}.
\]

For \(y=0.20\) the ratio equals 1 at \(m=4\), so four and five clicks are equally good, with \(P_1=0.4096\).

One may also use no detector and open the beam for a fixed time. If the number of ions is then Poisson distributed with mean \(\lambda\),

\[
P_1^{\rm timed}=\sum_{n=1}^{\infty}\frac{e^{-\lambda}\lambda^n}{n!}\,n\,y(1-y)^{n-1}
=\lambda y\,e^{-\lambda}\sum_{n=1}^{\infty}\frac{[\lambda(1-y)]^{n-1}}{(n-1)!}
=\lambda y\,e^{-\lambda y}.
\]

The sum is \(e^{\lambda(1-y)}\), which cancels part of \(e^{-\lambda}\). The maximum lies at \(\lambda y=1\) and equals \(1/e\). For \(y=0.20\) the four procedures compare as follows.

| Procedure at \(y=0.20\) | \(P_1\) |
|---|---|
| First click, \(\eta=1\) | 0.2000 |
| First click, \(\eta=0.25\) | 0.3125 |
| Timed beam, \(\lambda=5\) | 0.3679 |
| Fourth click, \(\eta=1\) | 0.4096 |

First-click stopping with \(\eta\) set to its optimum equals the best timed beam when \(1/[4(1-y)]=1/e\), that is, at \(y=1-e/4\approx0.320\). Above this yield it is better, and below it is worse. With \(\eta=1\) the first-click rule needs the larger yield \(y>1/e\) to win.

The order of the last three rows goes with the spread in the number of ions. Given \(N=n\), the number of active donors has mean \(ny\) and variance \(ny(1-y)\), so

\[
\operatorname{Var}K=\langle N\rangle\,y(1-y)+y^2\operatorname{Var}N .
\]

Compare the procedures at the same mean \(\langle K\rangle=1\), which for \(y=0.20\) means \(\langle N\rangle=5\). A fixed number of ions has \(\operatorname{Var}N=0\), and a Poisson number has \(\operatorname{Var}N=5\). For first-click stopping the second derivative of the geometric series gives \(\langle N(N-1)\rangle=2(1-\eta)/\eta^2\). Hence

\[
\operatorname{Var}N=\frac{2(1-\eta)}{\eta^2}+\frac1\eta-\frac1{\eta^2}=\frac{1-\eta}{\eta^2},
\]

which is 20 at \(\eta=0.20\). The variances of \(K\) are then 0.8, 1.0 and 1.6, and the corresponding \(P_1\) are 0.410, 0.368 and 0.309. Variance alone does not determine \(P_1\), but in this comparison the wider distributions put less weight on \(K=1\).

## Second derivation: follow the process from ion to ion

The symbols are those of the first half. An ion is detected with probability \(\eta\) and becomes active with probability \(y\), and the beam stops at the first detected ion. \(P_1\) is the probability of one active donor at the end. With independent detection and activation the first half found \(P_1=\eta y/s^2\), where \(s=\eta+y-\eta y\), by summing over the number of ions \(N\). It also found \(P_0=\eta(1-y)/s\) for an empty site.

The second route does not use the number of ions, and it postpones the assumption that detection and activation are independent.

### Four kinds of ion

Give each ion two labels, the first for detection and the second for activation. The four joint probabilities are \(p_{11}\) (detected and active), \(p_{10}\) (detected, inactive), \(p_{01}\) (missed, active) and \(p_{00}\) (missed, inactive). They add up to 1, and

\[
\eta=p_{11}+p_{10},\qquad y=p_{11}+p_{01}.
\]

Different ions are still independent and alike. After a missed ion the beam is on, and the future has the same probabilities as at the start. This permits equations for two unknowns. Let \(v\) be the probability that, from now until the beam stops, no ion becomes active. Let \(u\) be the probability that one ion does.

Consider the next ion. For \(v\), it may be detected and inactive, which ends the process successfully, or missed and inactive, which returns us to the same situation:

\[
v=p_{10}+p_{00}\,v\quad\Rightarrow\quad v=\frac{p_{10}}{1-p_{00}} .
\]

For \(u\) there are three favourable possibilities. The ion is detected and active, and the process ends. It is missed and active, after which no further active ion may come. Or it is missed and inactive, and nothing has changed:

\[
u=p_{11}+p_{01}\,v+p_{00}\,u
\quad\Rightarrow\quad
u=\frac{p_{11}}{1-p_{00}}+\frac{p_{01}\,p_{10}}{(1-p_{00})^2}.
\]

At the start no donor is present, so \(P_1=u\). Bring the two terms to a common denominator and use \(1-p_{00}=p_{11}+p_{10}+p_{01}\). The numerator becomes

\[
p_{11}(p_{11}+p_{10}+p_{01})+p_{01}p_{10}
=(p_{11}+p_{10})(p_{11}+p_{01})=\eta y .
\]

Hence, for any relation between detection and activation of the same ion,

\[
\boxed{P_1=\frac{\eta y}{(1-p_{00})^2}}
\]

If the two are independent, \(p_{00}=(1-\eta)(1-y)\), the denominator is \(s^2\), and the result of the first half returns. Likewise \(v=\eta(1-y)/s\) is the earlier \(P_0\).

### The meaning of the square

An ion that is neither detected nor active changes neither the beam nor the donor count. Strike all such ions from the record. Each remaining ion is active with probability \(y/(1-p_{00})\) and detected with probability \(\eta/(1-p_{00})\). \(P_1\) is the product of these two numbers, which is the probability that the first remaining ion is active and the second is detected, if the record is imagined to continue after the stop.

That event is not the same as success, but it has the same probability. Success means that the first remaining ion is both detected and active, or that the first is active but missed and the second is detected but inactive. The two events differ in two cases. Success includes "first ion both, second active but missed", which the product event leaves out. The product event includes "first active but missed, second both", which is a failure with two active donors. These cases differ by an exchange of two independent, equal ions, so their probabilities agree. The same exchange explains why \(\eta\) and \(y\) enter symmetrically.

Both derivations give the same \(P_1\) when detection and activation are independent, and the second extends the result to any relation between the two for the same ion. What remains is to compare their assumptions, apply the result to phosphorus in silicon, and estimate the effects that the simple model leaves out.

Numbers in the example were calculated in double precision.
